Gouy–Chapman capacitance of a 2:1 salt and its displaced minimum

At 25 °C, a 0.1 mM aqueous salt of divalent cations and monovalent anions has a calculated diffuse-layer capacitance of 3.955 μF/cm² at zero charge. At +25 mV across the diffuse layer the value is lower, 3.663 μF/cm²; at −25 mV it is much higher, 6.934 μF/cm². The lowest value lies at +16.21 mV. This appendix derives the capacitance, locates its minimum, and relates that potential to the one applied to an electrode.

**1. Model and conventions**

A flat electrode faces a solution occupying x > 0. The plane x = 0 is the inner edge of the diffuse layer. Far away the solution contains n divalent cations and 2n monovalent anions per unit volume, so its charge density is e(2n − 2n) = 0. The potential φ(x) is measured from the bulk, and

V = φ(0), u(x) = eφ(x)/kT, y = u(0) = eV/kT, w = exp(y).

Here e is the positive elementary charge, k Boltzmann's constant, T the temperature and ε the permittivity of the solvent (relative value times vacuum value). Equations are in SI units; 1 F/m² = 100 μF/cm² and 1 C/m² = 100 μC/cm².

The ions are points in equilibrium, each responding to the mean potential, and ε is uniform. No charge crosses the interface and no ions are specifically adsorbed. Zero electrode charge then corresponds to V = 0. "Exact" below means exact within this Poisson–Boltzmann model.

**2. From ion densities to the field**

An ion of valence z has energy zeφ, so its density is its bulk density times exp(−zu). The cation density is n exp(−2u), the anion density is 2n exp(u), and the charge density is

ρ = 2en[exp(−2u) − exp(u)].

Poisson's equation, φ″ = −ρ/ε, multiplied by e/kT becomes

u″ = (2ne²/εkT)[exp(u) − exp(−2u)].

For small u the bracket is (1 + u) − (1 − 2u) = 3u. The linear equation is therefore u″ = u/λ², with screening length

λ = √[εkT/(6ne²)].

The factor 6n is the sum of z² times density: 4n from the cations and 2n from the anions.

To integrate the full equation, multiply both sides by u′. The left side is the derivative of u′²/2. On the right, exp(u)u′ is the derivative of exp(u), and −exp(−2u)u′ is the derivative of exp(−2u)/2. In the bulk u and u′ vanish, which fixes the integration constant:

u′²/2 = (2ne²/εkT)[exp(u) + exp(−2u)/2 − 3/2].

Multiplication by 2 gives

u′² = (2ne²/εkT)[exp(−2u) + 2exp(u) − 3].

Write p = exp(u). The bracket equals (2p³ − 3p² + 1)/p². Since

(p − 1)²(2p + 1) = (p² − 2p + 1)(2p + 1) = 2p³ − 3p² + 1,

the bracket is a square times a positive factor:

u′² = (2ne²/εkT)(p − 1)²(2p + 1)/p².

The sign of the root follows from the shape of the profile. By this equation u′ can vanish only where u = 0. If u reached zero at a finite x, u′ would vanish there too, and the second-order equation with those starting values has the solution u = 0 everywhere. A charged surface therefore has a potential that keeps its sign and approaches the bulk monotonically, so u′ has the sign opposite to u. Hence

u′ = −√(2ne²/εkT) (1 − 1/p) √(1 + 2p).

**3. Charge and capacitance**

There is no field inside the metal, so Gauss's law gives the electrode charge per area as σ = −εφ′(0) = −ε(kT/e)u′(0). A charge-free compact layer between the metal and x = 0 leaves this unchanged, because the displacement is continuous. The prefactor is

ε(kT/e)√(2ne²/εkT) = √(2εkTn),

and therefore

σ = √(2εkTn) (1 − 1/w) √(1 + 2w).

The ions carry the opposite charge: integrating ρ = −εφ″ from the surface to the bulk gives εφ′(0) = −σ.

The differential capacitance is C = dσ/dV = (e/kT)dσ/dy. Because w = exp(y), d/dy = w d/dw. The product rule gives

w d/dw[(1 − 1/w)√(1 + 2w)]
= w[√(1 + 2w)/w² + (1 − 1/w)/√(1 + 2w)]
= [(1 + 2w)/w + w − 1]/√(1 + 2w)
= (w² + w + 1)/[w√(1 + 2w)].

In the last step the numerator over w is 1 + 2w + w² − w = w² + w + 1. With (e/kT)√(2εkTn) = e√(2εn/kT), the result is

C = e√(2εn/kT) (w² + w + 1)/[w√(1 + 2w)].

At w = 1 the fraction is 3/√3 = √3, so the zero-charge value is C₀ = e√(6εn/kT) = ε/λ. Dividing by it gives a form without material parameters:

C/C₀ = (w² + w + 1)/[w√(3(1 + 2w))].

Concentration, permittivity and temperature set the scale C₀; the ratio C/C₀ depends on eV/kT alone.

**4. The minimum**

The logarithm of C is a constant plus ln(w² + w + 1) − ln w − ½ln(1 + 2w), so

d ln C/dw = (2w + 1)/(w² + w + 1) − 1/w − 1/(1 + 2w).

The first two terms combine to (w² − 1)/[w(w² + w + 1)]. Over a common denominator with the third, the numerator is

(w² − 1)(1 + 2w) − w(w² + w + 1)
= (2w³ + w² − 2w − 1) − (w³ + w² + w)
= w³ − 3w − 1.

Thus

d ln C/dw = (w³ − 3w − 1)/[w(w² + w + 1)(1 + 2w)].

The denominator is positive for w > 0. The cubic starts at −1 at w = 0, falls to −3 at w = 1, and then rises without limit. It has one positive root, and changes there from negative to positive. The capacitance has one stationary point, and it is the minimum.

Set w = 2cos t. Since 4cos³t − 3cos t = cos 3t, the equation w³ − 3w = 1 becomes 2cos 3t = 1, with solution t = 20°. The other two roots, from t = 100° and t = 140°, are negative and cannot equal an exponential. Therefore

w_min = 2cos 20° = 1.87939,
V_min = (kT/e) ln(2cos 20°).

At 25 °C, V_min = 25.693 mV × 0.6309 = 16.21 mV. The depth follows by substitution:

C_min/C₀ = (3.5321 + 1.8794 + 1)/[1.8794 × √(3 × 4.7588)] = 0.9029.

The minimum is 9.7% below the zero-charge value.

**5. Why the shift is positive**

Expanding the bracket of Section 2 at the surface gives

exp(−2y) + 2exp(y) − 3 = 3y² − y³ + …

The cubic term is (−8 + 2)y³/6. Taking the root with the sign of y gives σ = C₀(kT/e)(y − y²/6 + …), and differentiation gives

C/C₀ = 1 − y/3 + …

A small positive potential removes divalent cations, which contribute strongly to screening, and gathers monovalent anions, which contribute less per ion. The capacitance first falls. A numerical solution of the second-order equation gives an initial slope of −0.3333.

The later rise can be read from a second form of C. Differentiating σ² = 2εkTn[exp(−2y) + 2exp(y) − 3] with respect to y gives

2σ dσ/dy = 2εkTn[2exp(y) − 2exp(−2y)] = −2εkTρ(0)/e,

so that, away from zero charge,

C = −ερ(0)/σ.

The length |σ/ρ(0)| is the thickness the ionic charge would have if it were spread at its surface density, and C is ε divided by this length. At the minimum it is 17.55 nm/0.9029 = 19.4 nm, against 17.55 nm in the limit of zero charge. At larger positive potentials the accumulated anions raise the magnitude of ρ(0) by a larger factor than σ, and the layer becomes thinner again.

The two far limits show the asymmetry:

C/C₀ → exp(y/2)/√6 for y ≫ 1,
C/C₀ → exp(|y|)/√3 for y ≪ −1.

Divalent counterions produce the steeper branch. At +100 mV, where y = 3.892, the first limit gives 11.3 μF/cm² against the full 11.481. At −50 mV the second gives 16.0 against 16.400. These limits belong to the point-ion model; at high enough potential finite ion size stops the growth.

Interchanging the valences is equivalent to replacing y by −y, so monovalent cations with divalent anions have their minimum at −16.21 mV. For a 1:1 salt the bracket is exp(y) + exp(−y) − 2 = 4sinh²(y/2). Then σ is proportional to sinh(y/2), C = C₀cosh(y/2), and the minimum lies at zero charge. Numerical solutions for these two salts place the minima at −16.21 mV and 0.00 mV.

**6. The potential applied to the electrode**

The 16 mV lies across the diffuse layer. A compact layer of solvent between the metal and the nearest ions adds a voltage σ/C_H, where C_H is its capacitance, here taken as constant. With E the electrode potential and E₀ its value at zero charge,

E − E₀ = V + σ/C_H.

Differentiation with respect to σ gives the series law

1/C_total = 1/C + 1/C_H.

The last term is constant, so C_total is smallest at the same charge as C. Both V and E rise monotonically with σ, so no further minimum arises. Its position on the electrode scale is

E_min − E₀ = V_min + σ_min/C_H.

The added term is positive and, at fixed T, ε and C_H, proportional to √n. For a pure salt in this model, the bare 16 mV is the dilute limit. In real water, trace monovalent ions also screen the surface. As dilution of the salt makes them a larger share of the ions, the diffuse minimum moves gradually towards zero. If C_H varies with charge, the derivative of 1/C_H enters the minimum condition and σ_min itself moves.

**7. Worked example**

The example is a smooth, inert metal in dilute aqueous rinse water at 298.15 K. The salt concentration is 0.1 mM, so n = 6.022 × 10²² m⁻³. Rough typical values are used for the relative permittivity, 78.4, and for the compact capacitance, 25 μF/cm². Then ε = 6.942 × 10⁻¹⁰ F/m and kT = 4.116 × 10⁻²¹ J, which give

λ = 17.55 nm,
C₀ = (6.942 × 10⁻¹⁰ F/m)/(17.55 × 10⁻⁹ m) = 0.03955 F/m² = 3.955 μF/cm².

The minimum diffuse capacitance is 0.9029 × 3.955 = 3.571 μF/cm². The charge there is

σ_min = √(2εkTn) × 0.4679 × 2.1815
= 5.87 × 10⁻⁴ × 1.0207 C/m²
= 0.0599 μC/cm².

The surface concentrations are 0.1/w² = 0.0283 mM for cations and 0.2w = 0.3759 mM for anions. Most of the cations have been expelled from the surface, while the anions have not quite doubled.

The compact layer takes 0.0599/25 V = 2.40 mV, so the electrode minimum lies 18.61 mV positive of zero charge. The total capacitance there is 3.571 × 25/(3.571 + 25) = 3.125 μF/cm². At 1 mM, with all other inputs fixed, the compact-layer voltage grows by √10 and the minimum moves to 23.79 mV.

The capacitance formula was tested against a numerical solution of the second-order equation over 15 screening lengths, which does not use the first integral. Charges at y ± 0.01 were differenced to obtain C at six potentials from −50 to +100 mV. The relative differences were below 10⁻⁴. The minimum found from the numerical charges is at y = 0.6309, as derived.

**8. Implementation**

Near zero charge, 1 − 1/w loses digits by subtraction. Computing it as −expm1(−y), where expm1(a) = exp(a) − 1, avoids the loss. The capacitance formula has no such cancellation.

When the charge is given and the potential is wanted, set q = σ/√(2εkTn). Squaring the charge formula and multiplying by w² gives

2w³ − (3 + q²)w² + 1 = 0.

For positive σ take the root with w > 1; for negative σ take the root with 0 < w < 1. Each is unique in its interval because C > 0 makes σ a monotonic function of w. Then V = (kT/e)ln w, and adding σ/C_H gives the electrode potential relative to E₀. Very close to zero charge the two positive roots merge and rounding spoils the cubic's solution; there V ≈ σ/C₀ is the better choice.

A fit to measured data should use the total capacitance and E − E₀. Placing the measured minimum at V_min would assign the compact-layer voltage to an error in E₀: 2.4 mV in this example, and 7.6 mV at 1 mM.

**9. Neglected effects and real interfaces**

Ion crowding is negligible here. With a rough hydrated diameter of 0.7 nm, the ions fill a fraction 4.4 × 10⁻⁵ of the volume at the surface when C is smallest. The field there, σ_min/ε, is 0.0086 MV/cm, far below the MV/cm range in which the permittivity of water falls appreciably.

Correlations between ions are less remote. The Debye–Hückel estimate of the amount by which the ionic atmosphere lowers the free energy of a divalent ion is 4l_B/(2λ) in units of kT, where l_B = e²/(4πεkT) = 0.715 nm is the Bjerrum length. This gives 0.081 kT. It measures the strength of an omitted interaction and is not a correction to V_min. It grows as √n at fixed temperature and permittivity, reaching about 0.26 kT at 1 mM.

If water kept its bulk permittivity right up to the metal, an ion would also be attracted to its image there. For valence z at distance h, a screened estimate of the attraction is z²l_B exp(−2h/λ)/(4h) in units of kT. It favours divalent cations. Integrating the resulting excess ionic charge outward from h = 0.35 nm and dividing by C₀ gives a potential scale of about 1 mV: 1.1 mV for this cutoff, 1.5 mV for 0.25 nm and 0.8 mV for 0.5 nm. A compact layer of low permittivity, as the assumed C_H implies, instead makes the interaction repulsive within about 1 nm of the layer and reduces this scale to roughly 0.04 to 0.1 mV, depending on how closely the ions approach the layer. This scale is not itself the change in the separation between zero charge and the capacitance minimum, because the attraction moves both. Placing the estimate without such a layer in the Poisson–Boltzmann equation, with λ in it held at the bulk value, moves the potential at zero charge by about +0.9 mV and the minimum by about +1.9 mV, so the separation grows by about 1 mV. With the layer it grows by about 0.1 mV or less.

Dissolved carbon dioxide supplies some monovalent acid. Taking a rough 2.5 μM moves the diffuse minimum from 16.21 to 16.12 mV, towards the zero of a pure 1:1 salt. Temperature matters more: at 60 °C the diffuse minimum is at 18.11 mV, in proportion to T. This scaling requires the relative amounts of the different ions to stay fixed; ion pairing that varies with temperature would change them. The compact-layer voltage varies as √(εT) at fixed n and C_H, so the electrode minimum is not proportional to T.

For real metals, the absence of specific adsorption is an assumption easily broken. The charge σ_min corresponds to one elementary charge per roughly 270 nm². An adsorbed charge of that size, divided by C₀, gives about 15 mV, as large as the displacement under study. This linear estimate shows the sensitivity; it does not predict the shift for a particular metal and salt. Surface reactions add a capacitance of their own, and patches with different zero-charge potentials can broaden and shift the minimum. A measurement intended to show the 2:1 displacement therefore needs a clean, uniform surface, a weakly adsorbing salt and a potential range without reactions.

The example is also far more dilute than a typical plating bath, which holds roughly 0.1 to 1 M of metal salt. Scaling to 0.1 M at fixed ε and T would give λ near 0.56 nm, smaller than the assumed ion diameter, and C₀ near 125 μF/cm², five times C_H. The point-ion description is then unreliable, and the compact layer dominates the series capacitance. The displaced minimum is a feature to seek in dilute solutions. The main computed values are collected in the program's numerical output.

Numbers as computed

```
Temperature: 298.15 K
Thermal voltage kT/e: 25.693 mV
Relative permittivity (rough input): 78.4
Salt concentration: 0.1 mM
Compact capacitance (rough input): 25 uF/cm2
Hydrated ion diameter (rough input): 0.7 nm
Screening length: 17.55 nm
Diffuse capacitance at zero charge: 3.955 uF/cm2
Diffuse potential (mV), C formula, C numerical (uF/cm2):
    -50    16.400    16.401
    -25     6.934     6.934
      0     3.955     3.955
     25     3.663     3.663
     50     4.801     4.801
    100    11.481    11.481
w at minimum: 1.87939
y at minimum, formula: 0.6309
y at minimum, numerical: 0.6309
Diffuse potential at minimum: 16.21 mV
Minimum diffuse capacitance: 3.571 uF/cm2
Minimum divided by zero-charge value: 0.9029
Electrode charge at minimum: 0.0599 uC/cm2
Surface cation concentration at minimum: 0.0283 mM
Surface anion concentration at minimum: 0.3759 mM
Numerical initial slope of C/C0 against y: -0.3333
Minimum for swapped valences: -16.21 mV
Minimum for 1:1 salt, magnitude: 0.00 mV
Compact-layer voltage at minimum: 2.40 mV
Electrode potential at minimum, 0.1 mM: 18.61 mV
Electrode potential at minimum, 1 mM: 23.79 mV
Minimum total capacitance: 3.125 uF/cm2
Ion volume fraction at surface: 4.4e-05
Bjerrum length: 0.715 nm
Divalent-ion correlation energy: 0.081 kT
Image-attraction potential scale: 1.1 mV
Surface field at minimum: 0.0086 MV/cm
Trace acid concentration (rough input): 2.5 uM
Diffuse minimum with trace acid: 16.12 mV
Diffuse minimum at 60 C: 18.11 mV
```
